# Why a Fowler-Nordheim Slope Does Not Determine the Barrier Height Alone

**Q:** I want the barrier height between an aluminium gate and its oxide. I sweep the voltage, plot $\ln(J/F^2)$ against $1/F$, where $J$ is the current density and $F$ the oxide field, and get a straight line. The barrier is what holds the current back, so the slope gives me the barrier height. What more could I need?

**A:** You need the electron's mass in the oxide. Let us derive the slope and see where the mass enters.

I use atomic units in the algebra: $\hbar$, the electron mass and the elementary charge are 1. An electron at the metal's Fermi level meets an oxide barrier of height $\phi$. The field pulls it into the oxide, so at depth $x$ the barrier stands $\phi-Fx$ above its energy, with $F>0$. This reaches zero at $x=\phi/F$, which I assume lies inside the oxide. If $m$ is the oxide mass along the field, the wave decays at the rate

$$\kappa(x)=\sqrt{2m(\phi-Fx)} .$$

The leading semiclassical (WKB) transmission is $e^{-S}$, with $S=2\int\kappa\,dx$; the 2 appears because probability is amplitude squared. Put $V=\phi-Fx$, so $dx=-dV/F$:

$$S=\frac{2\sqrt{2m}}{F}\int_0^{\phi}V^{1/2}dV=\frac{B}{F},\qquad B=\frac43\sqrt{2m}\,\phi^{3/2}.$$

If the current is $F^2e^{-B/F}$ times a constant, your line has slope $-B$. Squaring $B$ gives

$$B^2=\frac{32}{9}\,m\phi^3 .$$

The slope thus fixes the product $m\phi^3$. A lower barrier with a heavier electron can give the same slope as a higher barrier with a lighter one.

**Q:** Then give me actual pairs.

**A:** Take $\phi_0=3.2$ eV and $m_0=0.42$ electron masses, rough typical values for aluminium on silicon dioxide. Any other barrier gets a partner mass

$$m=m_0\left(\frac{\phi_0}{\phi}\right)^3 .$$

For 2.8 eV this is $0.42\,(3.2/2.8)^3=0.627$; for 3.6 eV it is $0.42\,(3.2/3.6)^3=0.295$. All three pairs have $m\phi^3=13.76$ eV³.

To evaluate $B$, convert the barrier with 1 hartree = 27.21 eV: $3.2/27.21=0.1176$. Then

$$B=\frac43\sqrt{0.84}\,(0.1176)^{3/2}=0.0493$$

in atomic units of field. One such unit is 51.42 V/Å, so $B=2.53$ V/Å, or 253.4 MV/cm.

**Q:** You assumed that the current is $F^2e^{-B/F}$ times a constant. Electrons arrive with many energies and directions. Might the sum over them tell your pairs apart?

**A:** Let us do the sum at zero temperature. Give the metal electrons mass 1, and let the transverse momentum $k$ be conserved on entering the oxide. An electron at energy $\varepsilon$ below the Fermi level has a barrier higher by $\varepsilon$. In an isotropic oxide, $k^2/(2m)$ of its energy is tied up in transverse motion, which raises the barrier again. The total increase is

$$w=\varepsilon+s,\qquad s=\frac{k^2}{2m}.$$

With two spins, the current is

$$J=\frac{2}{(2\pi)^3}\int d^2k\int dk_x\,v_x\,e^{-S(w)},\qquad S(w)=\frac{B}{F}\left(1+\frac w\phi\right)^{3/2}.$$

At fixed $k$, $v_x\,dk_x$ equals the energy element $d\varepsilon$ in magnitude. Also $d^2k=2\pi k\,dk=2\pi m\,ds$. The prefactor becomes $2\cdot2\pi m/(8\pi^3)=m/(2\pi^2)$. For a given $w$, $\varepsilon$ can take any value from 0 to $w$, which supplies a factor $w$:

$$J=\frac{m}{2\pi^2}\int_0^\infty w\,e^{-S(w)}dw .$$

The infinite limit is justified if the Fermi sea is much deeper than the energies that contribute. Their scale follows from the slope of $S$ at $w=0$:

$$\frac1{d_0}=\frac{3B}{2F\phi},\qquad d_0=\frac{2\phi F}{3B}.$$

For the reference pair at 8 MV/cm, $d_0=2(3.2)(8)/(3\times253.4)=0.067$ eV. The free-electron Fermi energy of fcc aluminium, from three electrons per atom and a lattice constant of about 4 Å, is roughly 12 eV, which is far larger.

Now set $u=w/\phi$ and $\lambda=B/F$:

$$J=\frac{m\phi^2}{2\pi^2}\int_0^\infty u\,e^{-\lambda(1+u)^{3/2}}du .$$

To expand this for large $\lambda$, let $t=(1+u)^{3/2}-1$. Then $u=(1+t)^{2/3}-1$ and $du=\frac23(1+t)^{-1/3}dt$, so

$$u\,du=\frac23\left[(1+t)^{1/3}-(1+t)^{-1/3}\right]dt=\frac23\left[\frac{2t}{3}-\frac{t^2}{3}+\cdots\right]dt .$$

Since $\int_0^\infty te^{-\lambda t}dt=1/\lambda^2$ and $\int_0^\infty t^2e^{-\lambda t}dt=2/\lambda^3$, the integral is

$$\frac{4e^{-\lambda}}{9\lambda^2}\left(1-\frac1\lambda+\cdots\right).$$

Finally, $\lambda^2=32m\phi^3/(9F^2)$ turns $4/(9\lambda^2)$ into $F^2/(8m\phi^3)$, and

$$J=\frac{F^2}{16\pi^2\phi}\,e^{-B/F}\left(1-\frac FB+\cdots\right).$$

The assumed form holds at leading order. The bracket reduces the slope's magnitude by about $F^2/B$, which is $64/253.4=0.25$ MV/cm at 8 MV/cm.

**Q:** So there is a correction. Could I measure the slight curvature and recover the barrier from that?

**A:** Not within this WKB model. Use $m\phi^2=(m\phi^3)/\phi$ and $m\phi^3=9\lambda^2F^2/32$ in the integral before expansion:

$$\frac{J}{F^2}=\frac1\phi\,G(\lambda),\qquad G(\lambda)=\frac{9\lambda^2}{64\pi^2}\int_0^\infty u\,e^{-\lambda(1+u)^{3/2}}du .$$

Pairs with equal $m\phi^3$ have the same $\lambda$ at every field. Their curves have the same shape, curvature included, and differ by a constant vertical shift $\ln(\phi_2/\phi_1)$. Between 2.8 and 3.6 eV the shift is 0.251, a current ratio of 1.286. The computed WKB currents at 8 MV/cm are $5.98\times10^{-7}$ and $4.65\times10^{-7}$ A/cm², in that ratio.

**Q:** WKB treats the metal edge crudely. Perhaps the exact wave function separates the pairs.

**A:** It changes the prefactor. Let $v$ be the electron's speed in the metal and $w_0=\kappa(0)/m=\sqrt{2\phi/m}$. On the metal side the wave is $Ie^{ivx}+Re^{-ivx}$. On the oxide side it starts with value $C$ and derivative $-\kappa(0)C$. Matching $\psi$ and $\psi'/\text{mass}$ gives

$$I+R=C,\qquad iv(I-R)=-w_0C .$$

Dividing the second equation by $iv$ and adding gives $2I=C(1+iw_0/v)$, hence $|I|^2=\frac{C^2}{4}(1+w_0^2/v^2)$. In WKB the amplitude varies as the inverse square root of the local decay rate or wave number, so beyond the barrier $|\psi|^2=C^2e^{-S}\kappa(0)/p$, where $p$ is the local wave number. The speed there is $p/m$, so the wave carries flux $w_0C^2e^{-S}$. Dividing by the incident flux $v|I|^2$,

$$T=\frac{4vw_0}{v^2+w_0^2}\,e^{-S}.$$

The new factor contains no field, so at this order it moves the line vertically without tilting it.

To go beyond this order, I solved the linear potential with Airy functions and summed the current numerically over energy and transverse momentum. A straight-line fit at nine fields from 7 to 9 MV/cm gave:

| $\phi$ (eV) | $m$ | slope magnitude (MV/cm) | $J$ at 8 MV/cm (A/cm²) |
|---|---|---|---|
| 2.8 | 0.627 | 253.2 | $1.08\times10^{-6}$ |
| 3.2 | 0.420 | 253.2 | $1.03\times10^{-6}$ |
| 3.6 | 0.295 | 253.2 | $0.93\times10^{-6}$ |

The slopes differ by about 0.05 MV/cm, or 0.02 per cent. The outer currents now differ by a factor of 1.16 instead of 1.29. The edge factor, evaluated at the Fermi level and normal incidence, is 1.79 for the low barrier and 2.00 for the high one, so it offsets part of the $1/\phi$ difference.

**Q:** Yet my instinct says that lowering a barrier must make the line less steep.

**A:** It does, if the mass is held fixed. With $m=0.42$ and the barrier lowered to 2.8 eV, the same calculation gives 207.2 MV/cm. The ratio to 253.2 is 0.818, which is $(2.8/3.2)^{3/2}$. Your instinct compares barriers at one mass. Reading a barrier from a measured slope is a different problem, because the mass must be supplied:

$$\phi=\left(\frac{9B^2}{32m}\right)^{1/3}.$$

Applied to the reference slope, this gives 3.58 eV for an assumed mass of 0.30, 3.20 eV for 0.42, 3.02 eV for 0.50 and 2.40 eV for 1.00. At fixed $B$, differentiating $\ln m+3\ln\phi=\text{constant}$ gives

$$\frac{d\phi}{\phi}=-\frac13\frac{dm}{m}.$$

The cube root softens the error: a small relative error in mass becomes one third as large in the barrier. That is why a reasonable mass gives a reasonable barrier, but the mass remains an input.

**Q:** The lines have different heights. Can I use the intercept as my second equation?

**A:** In principle, yes, if you know the emitting area and trust the prefactor. Both conditions are demanding. An area error of 16 per cent is as large as the whole difference between the outer pairs in the exact calculation.

The prefactor also depends on the oxide's transverse mass $m_t$. Replace $k^2/(2m)$ by $k^2/(2m_t)$; then $d^2k=2\pi m_t\,ds$, and the current gains a factor $m_t/m$. Setting $m_t=1$ multiplies the reference current by $1/0.42=2.38$ and leaves the WKB slope alone. It also changes the prefactor's dependence from $1/\phi$ to $1/(m\phi)$.

The image potential has a larger effect. An electron near the metal is attracted by the charge it induces, which changes the barrier to

$$\phi-Fx-\frac1{4\epsilon x},$$

where $\epsilon$ is the relative permittivity. Setting the derivative to zero gives $x=1/(2\sqrt{\epsilon F})$, and the top is lowered by $\sqrt{F/\epsilon}$. For a rough optical permittivity of 2.1 at 8 MV/cm this is 0.74 eV. Numerical integration of the new action at the Fermi level raises $e^{-S}$, and so to leading order the current, by factors of 26, 13 and 8 for the low, reference and high barriers. Within WKB the ratio of the outer currents therefore changes by $26.1/8.14=3.2$. The image term also reshapes the sharp edge and so alters the edge factor. Integrating the wave equation at the Fermi level, with the image term cut off near the metal's band bottom, gives gains of about 16, 10 and 7 and an outer ratio of 2.2 to 2.3, depending on the cutoff. Either way the change is far more than the 1.29 you hoped to detect.

**Q:** A barrier lowered by 0.74 eV should wreck the slope too.

**A:** The lowering depends on field, and its effect falls mainly on the intercept. To first order, the change in action is

$$\delta S\simeq-2\int\frac m\kappa\,\frac{dx}{4\epsilon x}.$$

The factor $1/x$ makes the region near the metal dominate, so take $\kappa$ there as $\sqrt{2m\phi}$. The integral runs from about $1/(4\epsilon\phi)$, where the image term equals $\phi$, to about $\phi/F$:

$$\delta S\simeq-\frac1{2\epsilon}\sqrt{\frac m{2\phi}}\left[\ln\frac{4\epsilon\phi^2}{F}+c\right].$$

Here $c$ is a pure number that depends on the treatment of the two ends, which this estimate leaves open; the numerical factor of 13 for the reference pair implies $c\approx4$. It affects the size of the current but not the slope, because the field appears only inside the logarithm. Differentiating with respect to $1/F$ changes the slope magnitude by $-\frac{F}{2\epsilon}\sqrt{m/(2\phi)}$. For the reference pair the coefficient is $\sqrt{0.42/0.2352}/4.2=0.32$, and the change at 8 MV/cm is $-2.5$ MV/cm. Fits to the numerical actions give 250.2, 250.9 and 251.5 MV/cm for the three pairs. The slopes remain within about half a per cent of each other.

**Q:** What about temperature? That needs no emitting area if I take a ratio of currents from one device.

**A:** That is a better second equation. Keep $S$ linear in energy, so that emission varies as $e^{-\varepsilon/d_0}$, and include the Fermi occupation. The ratio of the current at temperature $T$ to that at zero is

$$R=\frac1{d_0}\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/d_0}}{1+e^{-\varepsilon/k_BT}}\,d\varepsilon .$$

With $y=e^{-\varepsilon/k_BT}$ and $a=k_BT/d_0$, this becomes

$$R=a\int_0^\infty\frac{y^{a-1}}{1+y}dy=\frac{\pi a}{\sin\pi a},\qquad 0<a<1 .$$

For the last integral, take $z^{a-1}/(1+z)$ round a contour that runs out just above the positive real axis, round a large circle and back just below the axis. The circles at infinity and at the origin contribute nothing for $0<a<1$, and the lower side carries an extra factor $e^{2\pi ia}$. The pole at $z=-1$ then gives $(1-e^{2\pi ia})$ times the integral equal to $2\pi i\,e^{i\pi(a-1)}$, so the integral is $\pi/\sin\pi a$. As $a\to0$, $R\to1$. As $a\to1$ the formula diverges: thermally excited electrons are then no longer a small addition, and the linear expansion fails.

At fixed $B$ and $F$, $d_0$ is proportional to $\phi$, so $R$ does distinguish the pairs. The full WKB sum at 300 K and 8 MV/cm gives 1.41, 1.30 and 1.23 from low to high barrier. The fitted slopes become 247.2, 248.8 and 249.8 MV/cm, so heating lifts the degeneracy by about one per cent.

The difficulty is that $\phi$ itself must stay put. At fixed mass, $\delta\ln J\simeq-\frac32(B/F)\,\delta\phi/\phi$. Here $B/F=31.7$, and the outer thermal factors differ by $\ln(1.414/1.227)=0.14$. A barrier shift of only $0.14\times3.2/47.5\simeq0.01$ eV between the two temperatures would imitate that difference. A barrier measured by a method that does not involve the tunnelling mass avoids this problem. The slope, corrected for temperature and the image potential, then gives the mass for an assumed shape of the oxide band.

**Q:** How close is your model to a real aluminium gate on silicon dioxide?

**A:** The reference barrier and mass are rough typical values; the partner masses were constructed to make the point. The oxide is 100 Å thick. At the lowest field the tunnelling distances are 40 to 51 Å, so the triangular barrier fits inside. The highest field is 0.9 of a rough breakdown field of 10 MV/cm, which leaves little room to extend the sweep upwards. If waves reflected from an anode of the same metal stay coherent, an Airy calculation for this thickness moves the reference $\ln J$ by between $-0.18$ and $+0.15$ over this range, and the slope fitted at 41 fields to 254.2 MV/cm (about 255 at the nine fields of the table). The shift comes from interference, so a film a few ångströms thicker or thinner can move the slope the other way by a similar amount; between 92 and 108 Å the shift ranges from about $-2$ to $+2$ MV/cm. The assumptions that matter more for the slope are the parabolic oxide band and the absence of trapped charge.

For the band, a two-band model replaces the decay rate by $\kappa=\sqrt{2mV(1-V/E_g)}$, with $E_g$ the oxide gap. For $E_g=9$ eV, a rough value, the slopes of our three pairs fall to 0.90, 0.89 and 0.87 of their parabolic values, and are no longer equal. But the substitution $V=\phi-Fx$ still gives

$$B=2\sqrt{2m}\,I(\phi),\qquad I(\phi)=\int_0^\phi\sqrt{V(1-V/E_g)}\,dV .$$

A constant slope now means constant $mI^2$. To recover 253.4 MV/cm, the masses become 0.77, 0.54 and 0.39. The ambiguity survives with different partners, and a quoted tunnelling mass has meaning only alongside the dispersion used to obtain it.

**Q:** And the trapped charge? My oxide is under stress while I sweep.

**A:** Suppose $N$ electrons per unit area sit in the middle plane while the gate voltage is held fixed. The field is $F_c$ before the sheet and $F_c+eN/(\epsilon_0\epsilon_s)$ after it, in SI form. Their average must equal the applied field $F_a$, so

$$F_c=F_a-\frac{eN}{2\epsilon_0\epsilon_s}.$$

For an assumed $N=10^{12}$ cm⁻² and a static permittivity $\epsilon_s=3.9$, the reduction is 0.23 MV/cm. In the leading current law at 8 MV/cm, the current falls to 0.37 of its clean value. If $N$ stays constant during the sweep and you still plot against $F_a$, the fitted slope magnitude rises to 269.5 MV/cm. Reading that at the fixed mass 0.42 gives $3.2\,(269.5/253.4)^{2/3}=3.33$ eV. The barrier would seem to have grown by 0.13 eV although neither it nor the mass had changed.

**Q:** Then what should I write beside my measured line?

**A:** Write the slope, the temperature, and the value of $m\phi^3$ that the slope implies for a parabolic triangular barrier. Say whether you corrected for temperature and the image potential. For the reference pair at 300 K they lower the slope magnitude by about 7 MV/cm together, which makes the uncorrected product about 6 per cent too small. State also how you turned gate voltage into oxide field. On a 100 Å film an uncorrected offset of 0.1 V, from the work-function difference or band bending in the substrate, moves the slope by about 7 MV/cm, and a 2 per cent error in thickness moves the product by about 4 per cent. If you also quote a barrier height, state the mass you assumed and where it came from.
